# Double window averaging of an interface potential: two proofs

Across a model interface between two crystals, the planar potential energy of an electron is averaged over a window as wide as the left crystal's period. In the left crystal, away from the interface, the result is flat at −10.00 eV. In the right crystal it still swings: two points 0.20 nm apart have the values −9.40 and −15.09 eV. A second average, over the right crystal's period, brings both to −13.00 eV and leaves the left value at −10.00 eV. The second window removes a swing of several electronvolts without disturbing a step of 3 eV, and it does so although neither crystal is an infinite periodic system.

## The potential and the statement

Let $V(z)$ be the electron potential energy averaged over planes parallel to the interface. The left crystal fills $z<0$, the right crystal $z>0$. With $\theta$ the unit step function, write

$$V(z)=\theta(-z)\,[V_1+P_1(z)]+\theta(z)\,[V_2+P_2(z)]+u(z).$$

Here $V_1,V_2$ are the bulk means, and $P_j$ has period $a_j$ and zero mean. The interface dipole, including the part due to charge transfer, enters the step $V_2-V_1$. The remainder $u$ contains the local departures from the two bulk curves, such as those caused by relaxation near the interface, and makes the potential continuous. It is taken to be integrable. No uniform electric field is present at first.

The average of $f$ over a centred window of width $a$ is

$$\frac1a\int_{-a/2}^{a/2}f(z-s)\,ds=(b_a*f)(z),\qquad b_a(s)=\begin{cases}1/a,&|s|<a/2\\0,&|s|>a/2.\end{cases}$$

Two successive averages form a convolution with $w=b_{a_1}*b_{a_2}$. Convolutions commute, so the order does not matter. The value $w(s)$ is the overlap length of two boxes displaced by $s$, divided by $a_1a_2$. It is an even trapezoid of unit area and height $1/\max(a_1,a_2)$, and it vanishes for $|s|\ge A$, where $A=(a_1+a_2)/2$.

The statement to be proved is

$$(w*V)(z)=\begin{cases}V_1+(w*u)(z),&z<-A\\ V_2+(w*u)(z),&z>A,\end{cases}\qquad (w*u)(z)\to0\ \text{ as }|z|\to\infty .$$

The bulk oscillations $P_1$ and $P_2$ thus leave no trace beyond the distance $A$, and the two limits differ by the original step $V_2-V_1$. An oscillation contained in $u$ may persist there, but it dies out far from the interface. Within $A$ of the interface a ripple may remain.

The example uses round model parameters: $a_1=0.30$ nm, $a_2=0.50$ nm, $V_1=-10$ eV, $V_2=-13$ eV. With $g_j=2\pi/a_j$, the oscillations in eV are

$$P_1=6\cos(g_1z+0.3)+2\cos(2g_1z+1.0),$$
$$P_2=8\cos(g_2z+2.0)+3\cos(2g_2z+0.5).$$

The remainder is $u=Ce^{\kappa z}$ on the left and $u=-Ce^{-\kappa z}$ on the right, with $\kappa=20$ nm$^{-1}$. Continuity at $z=0$ requires $V_1+P_1(0)+C=V_2+P_2(0)-C$, hence

$$C=\tfrac12[V_2-V_1+P_2(0)-P_1(0)]=-5.2545\ \text{eV}.$$

Nested Gauss–Legendre quadrature of the two averages gives this profile, in eV:

| $z$ (nm) | $V$ | window $a_1$ | both windows |
|---:|---:|---:|---:|
| −1.0 | −13.33 | −10.00 | −10.00 |
| −0.4 | −13.33 | −10.01 | −10.09 |
| 0.0 | −8.44 | −14.85 | −13.12 |
| 0.2 | −12.30 | −13.82 | −12.56 |
| 0.4 | −8.39 | −9.82 | −12.91 |
| 0.8 | −6.59 | −9.40 | −13.00 |
| 1.0 | −13.70 | −15.09 | −13.00 |

## First derivation: poles in Fourier space

**The filter.** Use $\hat f(k)=\int f(z)e^{-ikz}dz$. For one window,

$$\hat b_a(k)=\frac1a\left[\frac{e^{-iks}}{-ik}\right]_{-a/2}^{a/2}=\frac{e^{ika/2}-e^{-ika/2}}{ika}=\frac{\sin(ka/2)}{ka/2}.$$

A convolution becomes a product, so

$$\hat w(k)=\frac{\sin(ka_1/2)}{ka_1/2}\,\frac{\sin(ka_2/2)}{ka_2/2}.$$

Therefore $\hat w(0)=1$. At $G=2\pi n/a_j$ with integer $n\ne0$, the argument of the $j$th sine is $\pi n$, and $\hat w(G)=0$.

For two infinite periodic functions this would finish the proof, because their transforms are delta functions at the points $G$. A crystal that ends at an interface has a different transform.

**The half crystal.** Expand $P_j=\sum_{G\neq0}c_Ge^{iGz}$ and assume $\sum|c_G|<\infty$. A cut wave is transformed with a convergence factor $e^{-\varepsilon z}$, $\varepsilon\to0^+$:

$$\int_0^\infty e^{iGz-ikz-\varepsilon z}dz=\frac{1}{i(k-G)+\varepsilon}=\frac{1}{i(k-G-i\varepsilon)}.$$

The cut has turned the delta function into a pole, which spreads weight over all $k$. The filtered wave is

$$F_G(z)=\int\frac{dk}{2\pi}\,e^{ikz}\,\frac{\hat w(k)}{i(k-G-i0)},$$

where the pole lies just above the path of integration.

Now move this path in the complex plane. Since $|\sin x|\le e^{|\mathrm{Im}\,x|}$, each factor of $\hat w$ is at most $2e^{a_j|\mathrm{Im}\,k|/2}/(a_j|k|)$, and

$$|\hat w(k)|\le\frac{4\,e^{A|\mathrm{Im}\,k|}}{a_1a_2|k|^2}.$$

The integrand falls as $|k|^{-3}$ along the path, so the vertical pieces that join the old path to the new one vanish at infinity. The function $\hat w$ has no singularities of its own.

- For $z<-A$, shift the path down to $\mathrm{Im}\,k=-\eta$. No pole is crossed. The integrand carries the factor $e^{\eta z}e^{\eta A}=e^{-\eta(|z|-A)}$, which tends to zero as $\eta\to\infty$. Hence $F_G=0$.
- For $z>A$, shift it up to $\mathrm{Im}\,k=\eta$. The shifted integral vanishes through $e^{-\eta(z-A)}$, but the pole at $k=G$ is crossed and leaves its residue:

$$F_G(z)=\frac{1}{2\pi}\,2\pi i\,\frac{\hat w(G)e^{iGz}}{i}=\hat w(G)\,e^{iGz}.$$

This one formula contains both halves of the claim. For a reciprocal vector $G\ne0$ of either crystal, $\hat w(G)=0$ and the wave disappears beyond $A$. For $G=0$, $\hat w(0)=1$ and the constant survives with its full value.

The left half crystal needs no new integral, because $\theta(-z)e^{iGz}=e^{iGz}-\theta(z)e^{iGz}$. After filtering this is $\hat w(G)e^{iGz}-F_G(z)$, which equals $\hat w(G)e^{iGz}$ for $z<-A$ and zero for $z>A$.

The harmonics may be summed. $F_G$ is an average, with positive weights of total one, of a function of modulus at most one, so $|F_G|\le1$ and $\sum c_GF_G$ converges uniformly. Together the terms give $V_1$ for $z<-A$ and $V_2$ for $z>A$.

**The remainder.** Because $u$ is integrable, $|\hat u(k)|\le\int|u|\,dz$ is bounded and $\hat u$ is continuous. The product $\hat w\hat u$ therefore has no pole and falls at least as fast as $k^{-2}$. It is integrable, so its inverse transform tends to zero at large $|z|$ by the Riemann–Lebesgue lemma. The remainder adds no step.

**The shape of the step.** Multiplying the transform of $F_0$ by $ik$ gives $\hat w(k)$, so $dF_0/dz=w(z)$. The sharp step becomes a smooth rise whose slope is the kernel. As $w$ is even, the rise stays centred on $z=0$. Its width follows from $\sin x/x=1-x^2/6+\dots$ with $x=ka_j/2$:

$$\hat w(k)=1-\frac{k^2(a_1^2+a_2^2)}{24}+\dots$$

Comparison with $\hat w=1-\tfrac12k^2\int s^2w\,ds+\dots$ gives $\int s^2w\,ds=(a_1^2+a_2^2)/12=0.0283$ nm$^2$, a root-mean-square width of 0.17 nm.

**A single window, and a wrong one.** The residue formula holds for any window widths, provided $A$ is half their sum, and it gives the amplitude that survives. After the window $a_1$ alone, the first harmonic of the right crystal has $g_2a_1/2=0.6\pi$, and its amplitude is

$$8\ \text{eV}\times\frac{\sin(0.6\pi)}{0.6\pi}=8\ \text{eV}\times0.5046=4.04\ \text{eV}.$$

This is the main part of the swing described at the start.

Suppose next that the second window is $a_2(1+\delta)$. For the $n$th harmonic its factor is

$$\frac{\sin[\pi n(1+\delta)]}{\pi n(1+\delta)}=(-1)^n\frac{\sin(\pi n\delta)}{\pi n(1+\delta)}\approx(-1)^n\delta\qquad(n|\delta|\ll1).$$

The relative error of the width passes directly into the amplitude. With a window of 0.51 nm, 2 % too wide, the first harmonic keeps $8\ \text{eV}\times0.5046\times0.0196=0.079$ eV. That is 1 % of the bare amplitude. The second harmonic keeps a further 0.009 eV, and the error at a single point reaches 88 meV, which matters when a band offset is sought to within 0.1 eV. The window must follow the period the layer really has in the calculation, including any strain.

**A uniform field.** An insulating layer in a gate stack may carry a field. Add $Fz\,\theta(z)$ to the potential energy, where $F$ is its slope. Multiplication by $z$ corresponds to $i\,d/dk$, so the transform of $z\theta(z)$ is

$$i\frac{d}{dk}\frac{1}{i(k-i0)}=-\frac{1}{(k-i0)^2}.$$

The residue of a double pole is a derivative. For $z>A$ the filtered ramp is

$$i\,\frac{d}{dk}\left[-\hat w(k)e^{ikz}\right]_{k=0}=-i\,[\hat w'(0)+iz]=z,$$

because $\hat w$ is even and $\hat w'(0)=0$. The slope is unchanged and no constant is added. The potential no longer tends to a constant on the right, but the line extrapolated back to $z=0$, where the field begins, still gives the step. If the field began at $z_0$ instead, the value extrapolated to $z=0$ would be shifted by $-Fz_0$. At a real interface this plane is not sharply defined, and an uncertainty of 0.1 nm in it is worth 20 meV at $F=0.2$ eV/nm. With $F=0.200$ eV/nm in the example, the line through the filtered values at 1.5 and 2.0 nm has slope 0.200 eV/nm and gives a step of −3.000 eV.

## Second derivation: following the windows in real space

**The first window.** Let the window $a_1$ be centred at $z<-a_1/2$. It lies wholly in the left crystal and covers one full period of $P_1$, whose integral over a period is zero. Apart from the contribution of $u$, the average is $V_1$.

For $z>a_1/2$ the window lies wholly in the right crystal and gives $V_2+Q(z)$, with

$$Q(z)=\frac1{a_1}\int_{-a_1/2}^{a_1/2}P_2(z-s)\,ds.$$

In general $Q$ is not zero, but two properties survive the averaging. Since $P_2(z+a_2-s)=P_2(z-s)$, $Q$ has period $a_2$. Its integral over a period is

$$\int_0^{a_2}Q\,dz=\frac1{a_1}\int_{-a_1/2}^{a_1/2}\left[\int_0^{a_2}P_2(z-s)\,dz\right]ds=0,$$

because the inner integral covers one period of $P_2$ for every $s$.

**The second window.** For $z<-A$, the window $a_2$ ends at $z+a_2/2<-a_1/2$. It covers only points where the first average was $V_1$, and returns $V_1$. For $z>A$ it begins at $z-a_2/2>a_1/2$ and averages $V_2+Q$ over a full period of $Q$, which returns $V_2$. This proves the statement for the bulk terms. The distance $A$ is the sum of the two half-windows.

For the remainder, $w\le w(0)$ gives

$$|(w*u)(z)|\le w(0)\int_{z-A}^{z+A}|u(x)|\,dx,$$

and the integral tends to zero at large $|z|$.

**The ripple near the interface.** In real space the cut wave, filtered, reads

$$F_G(z)=\int_{-\infty}^{z}w(s)\,e^{iG(z-s)}ds=e^{iGz}\int_{-\infty}^{z}w(s)e^{-iGs}ds.$$

For $z\le0$, integrate by parts:

$$\int_{-\infty}^{z}we^{-iGs}ds=\frac{w(z)e^{-iGz}}{-iG}+\frac1{iG}\int_{-\infty}^{z}w'(s)e^{-iGs}ds.$$

On this side $w'\ge0$, so the last integral is at most $\int_{-\infty}^zw'ds=w(z)$ in modulus. For $z>0$ the full integral over $s$ is $\hat w(G)=0$, so the part up to $z$ is minus the part beyond $z$, where the same argument applies with $w'\le0$. For a reciprocal vector $G\ne0$ of either crystal, and for both signs of $z$,

$$|F_G(z)|\le\frac{2w(z)}{|G|}.$$

For $G=g_2$ and $w(0)=2.0$ nm$^{-1}$ the bound is at most 0.318 per unit amplitude. The largest value found by quadrature on points 0.025 nm apart is 0.2395.

The profile shows this ripple. A smoothed step alone would have the value $(V_1+V_2)/2=-11.50$ eV at $z=0$. There the remainder contributes nothing, since $u$ is odd in this model and $w$ is even. The value found is −13.12 eV, so the cut oscillations contribute −1.62 eV. The filtered curve even passes below $V_2$ at the interface and then rises above it. Its shape inside $|z|<A$ should not be read as a band-edge profile.

**The interface tail.** For $z<-A$ the joint window sees only the left exponential, and

$$\int w(s)\,Ce^{\kappa(z-s)}ds=CM\,e^{\kappa z},\qquad M=\prod_{j=1}^{2}\frac{\sinh(\kappa a_j/2)}{\kappa a_j/2},$$

because $\int b_ae^{-\kappa s}ds=(e^{\kappa a/2}-e^{-\kappa a/2})/(\kappa a)$. The decay length is unchanged but the prefactor grows, since the window reaches towards the interface, where $u$ is large. Here $\kappa a_1/2=3$, $\kappa a_2/2=5$ and $M=49.6$. At $z=-0.4$ nm the tail is $-5.2545\times49.557\times e^{-8}=-0.087$ eV, which accounts for the tabulated −10.09 eV. It has fallen to 1 meV at

$$|z|=\frac1\kappa\ln\frac{|C|M}{1\ \text{meV}}=0.62\ \text{nm}.$$

**Slabs of finite thickness.** A first-principles calculation may place the interface in a periodic cell, which then holds two slabs and two interfaces. The filtered value at a point depends on $V$ within $A$ of it, so a slab of thickness $d$ has an interior free of the ripple from the cut bulk oscillations if $d>2A=a_1+a_2$. The tails shorten the usable plateau further and may leave none. At the centre of a slab the tails from its two sides add. In the example, for a slab thicker than $a_1+a_2$, their sum is below 1 meV only if $d>2\times0.6235\ \text{nm}+(2/\kappa)\ln2\approx1.3$ nm. This figure rests on the short decay length $1/\kappa=0.05$ nm of the model. With the same $C$ and $\kappa=5$ nm$^{-1}$ the slab must exceed 3.8 nm.

Take slabs of ten left periods and six right periods, 3.00 nm each, and multiply the discrete Fourier coefficients of the cell potential by $\hat w$. The slab centres lie at −10.000 and −13.000 eV. The left plateau, within 1 meV of $V_1$, is 1.75 nm long, in agreement with $3.00-2\times0.6235$ nm.

If the left slab has only two periods, its thickness of 0.60 nm is less than $a_1+a_2=0.80$ nm. Its centre then lies at −10.89 eV, an error of −0.89 eV in the mean. The joint window reaches 0.10 nm into the neighbour on each side. There $w$ falls linearly to zero with slope $1/(a_1a_2)=6.67$ nm$^{-2}$, so the weight outside the slab is $2\times\tfrac12\times6.67\times0.10^2=0.067$. Multiplied by the step of −3 eV, this explains −0.20 eV. The remaining −0.69 eV comes from the interface tails and the cut oscillations.

## What each derivation assumes

Both need windows that match the bulk periods. A whole multiple of a period also serves: the zeros of $\hat b_{ma}$ include those of $\hat b_a$, and in real space the window covers $m$ full periods. If one width is a multiple of both periods, a single average suffices. In the example that width is 1.5 nm, and the smoothed step and the ripple then extend to 0.75 nm from the interface instead of 0.40 nm. If the ratio of the periods is irrational, no such width exists.

The real-space proof asks less of the potential. $P_j$ need only be integrable over a period, and no convergence of its Fourier series is used. The remainder need not be integrable over the whole axis, as long as the integral of $|u|$ over a window of fixed length tends to zero as the window moves away from the interface. A tail falling as $1/|z|$ is therefore allowed, though the plateau is then approached slowly.

The Fourier proof, as given, assumes summable coefficients and an integrable remainder. In return, it describes what happens when the conditions are not met. The number $\hat w(G)$ is the surviving amplitude for a missing or mis-set window, and the double pole settles the case of a field. The real-space argument, as given, rests on full periods and does not supply these results. They can be found in real space too: averaging a plane wave directly over both windows gives the same factor $\hat w(G)$, and the mean of $z$ over a centred window is $z$ itself.

Neither proof concerns the quality of the potential itself. In a band alignment the step is combined with the valence-band edge $E_{v,j}$ and the mean potential $\bar V_j$ of each crystal, both taken from the same bulk calculation and on the same energy scale. That calculation must use the strain the layer has in the interface cell, and $\bar V_j$ must be the mean of the same kind of potential as $V(z)$:

$$\Delta E_v=(E_{v,2}-\bar V_2)-(E_{v,1}-\bar V_1)+(V_2-V_1).$$

Under the stated conditions the averaging delivers the last bracket without bias, provided the plateaus are read where the interface tails have died out. Errors of the electronic-structure method in the interface charge that sets the step pass through it unchanged. Errors in the band edges are not touched by the averaging and enter $\Delta E_v$ through the first two brackets.
